# Flux-normalised phonon amplitudes and the Caroli transmission

## Definitions and conventions

Two semi-infinite harmonic crystals, the leads, are joined through a device of layers $1,\dots,N$. The in-plane wavevector $\mathbf k$ is conserved and held fixed. Let $u_n$ be the vector of mass-weighted displacements (displacement times the square root of the mass) in layer $n$, with time factor $e^{-i\omega t}$. In a lead,
$$(\omega^2-H_0)u_n-Hu_{n+1}-H^\dagger u_{n-1}=0, \tag{1}$$
where $H_0=H_0^\dagger$ and $H$ couples a layer to the next one on its right. Both have the unit s$^{-2}$. A subscript L or R on $H$ names the lead where needed. Layers 0 and 1 are coupled by $H_L$, layers $N$ and $N+1$ by $H_R$; everything else in the device is free.

A Bloch mode has $u_{n+1}=\lambda u_n$. If $|\lambda|=1$ it propagates, with $\lambda=e^{i\kappa}$ and velocity $v=d\,\partial\omega/\partial\kappa$, where $d$ is the layer spacing. Equation (1) becomes a linear eigenproblem of doubled size:
$$\begin{pmatrix}0&1\\-H^\dagger&\omega^2-H_0\end{pmatrix}\begin{pmatrix}u_{n-1}\\u_n\end{pmatrix}=\lambda\begin{pmatrix}1&0\\0&H\end{pmatrix}\begin{pmatrix}u_{n-1}\\u_n\end{pmatrix}.$$
Right-going modes have $|\lambda|<1$, or $|\lambda|=1$ and $v>0$. Left-going modes, written $w$ with factor $\mu$, have $|\mu|>1$, or $|\mu|=1$ and $v<0$.

I assume that $H$ is invertible, that $\omega$ is not at a band edge, that each set of modes spans the layer space, and that no right-going and left-going propagating modes share a Bloch factor. In the fcc model below, $\det H\propto\cos(k_xa/2)+\cos(k_ya/2)$, so $H$ is singular on the edge of the surface Brillouin zone and invertible inside it. A singular $H$ brings zero and infinite Bloch factors, a case not treated here.

## The naive scheme and its failure

The obvious scheme sends in a mode $u_m$ of unit norm, expands the motion of layer $N$ in outgoing modes, $u_N=\sum_n\tau_{nm}u_n$, and adds $|\tau_{nm}|^2$ over the propagating ones.

Take a (001) interface between two fcc crystals with nearest-neighbour central springs, roughly silicon on the left and germanium on the right. One mass stands for each two-atom cell: 56 u and 145 u. The springs are 45 N/m in silicon, 42.5 N/m across the interface and 40 N/m in germanium; the cubic lattice constant is 0.55 nm, so $d=0.275$ nm. At 3 THz and $(k_x,k_y)a/2=(0.7,0.3)$, silicon has two incoming propagating modes and germanium three outgoing ones. The naive sum is 2.649. Two incoming modes cannot deliver more than two units of transmitted energy, so this is not a transmission.

The sum also depends on convention. With true displacements each $|\tau|^2$ gains the factor $56/145$, and the sum falls to 1.02. What must be added is energy current, so the current carried by a mode is needed first.

## Energy current and orthogonality

Multiply (1) by $u_n^\dagger$. The term $u_n^\dagger(\omega^2-H_0)u_n$ is real, hence
$$\mathrm{Im}(u_n^\dagger Hu_{n+1})=-\mathrm{Im}(u_n^\dagger H^\dagger u_{n-1})=\mathrm{Im}(u_{n-1}^\dagger Hu_n).$$
The quantity $j=i(u_n^\dagger Hu_{n+1}-u_{n+1}^\dagger H^\dagger u_n)=-2\,\mathrm{Im}(u_n^\dagger Hu_{n+1})$ is therefore the same between all neighbouring layers.

It is proportional to power. Layer $n$ exerts the force $-H^\dagger u_n$ on layer $n+1$, besides a restoring force, a Hermitian matrix times $u_{n+1}$, which does no work on average. The velocity of layer $n+1$ is $-i\omega u_{n+1}$. For the real displacement $\mathrm{Re}(ue^{-i\omega t})$ the mean power is
$$\tfrac12\mathrm{Re}\left[(-i\omega u_{n+1})^\dagger(-H^\dagger u_n)\right]=\tfrac{\omega}{2}\,\mathrm{Im}(u_{n+1}^\dagger H^\dagger u_n)=\tfrac{\omega}{4}\,j .$$

Now take two modes with factors $\lambda_m,\lambda_n$, and set $A=u_m^\dagger Hu_n$, $B=u_m^\dagger H^\dagger u_n$. Projecting the equation of mode $n$ on $u_m$, and the conjugate equation of mode $m$ on $u_n$, gives
$$\omega^2u_m^\dagger u_n=u_m^\dagger H_0u_n+\lambda_nA+\lambda_n^{-1}B,$$
$$\omega^2u_m^\dagger u_n=u_m^\dagger H_0u_n+\lambda_m^*B+(\lambda_m^*)^{-1}A.$$
Subtraction and factoring yield
$$\left(1-\frac1{\lambda_m^*\lambda_n}\right)(\lambda_nA-\lambda_m^*B)=0. \tag{2}$$
So $\lambda_nA=\lambda_m^*B$ unless $\lambda_m^*\lambda_n=1$. The exception covers a propagating mode with itself, propagating modes with equal factors, and a decaying mode with its growing partner.

For a propagating mode of unit norm,
$$\omega^2=u^\dagger(H_0+e^{i\kappa}H+e^{-i\kappa}H^\dagger)u.$$
In the $\kappa$ derivative, the change of $u$ drops out because $u$ is a normalised eigenvector. What remains is
$$2\omega\frac{\partial\omega}{\partial\kappa}=i(\lambda u^\dagger Hu-\lambda^*u^\dagger H^\dagger u)\equiv\gamma,\qquad \gamma=\frac{2\omega v}{d}. \tag{3}$$
This $\gamma$ is the value of $j$ for the mode. The first repair is thus $t_{nm}=\sqrt{\gamma_n/\gamma_m}\,\tau_{nm}$.

## Getting the amplitude from the Green function

Collect the right-going modes of the right lead in the columns of $U$, evanescent ones included, with factors in the diagonal matrix $\Lambda$. Beyond the device $u_{N+1}=U\Lambda U^{-1}u_N$. In the left lead the outgoing part $b$ of the field obeys $b_0=WM^{-1}W^{-1}b_1$, with $W$ and $M$ built from left-going modes. The self-energies are
$$\Sigma_R=H_RU\Lambda U^{-1},\qquad \Sigma_L=H_L^\dagger WM^{-1}W^{-1}.$$
Let $\Gamma=i(\Sigma-\Sigma^\dagger)$ for each lead and $G=(\omega^2-D-\Sigma_L-\Sigma_R)^{-1}$, where $D$ is the device matrix and the self-energies act on layers 1 and $N$. The inverse must exist; a vibration at $\omega$ that is bound to the device and carries no energy into either lead would spoil it, even if its decaying tails reach into the leads.

An incoming mode $u_m$, specified at layer 1, gives $b_1=u_1-u_m$ and
$$u_0=\lambda_m^{-1}u_m+WM^{-1}W^{-1}(u_1-u_m).$$
Inserting this in the equation of layer 1 leaves the source
$$S=(\lambda_m^{-1}H_L^\dagger-\Sigma_L)u_m .$$
To simplify it, project $\Sigma_L^\dagger u_m-\lambda_m^{-1}H_L^\dagger u_m$ on a left-going mode $w_k$. Since $\Sigma_Lw_k=\mu_k^{-1}H_L^\dagger w_k$, the result is
$$\frac{1}{\mu_k^*}w_k^\dagger H_Lu_m-\frac1{\lambda_m}w_k^\dagger H_L^\dagger u_m=\frac{\lambda_mw_k^\dagger H_Lu_m-\mu_k^*w_k^\dagger H_L^\dagger u_m}{\mu_k^*\lambda_m}=0$$
by (2), because $\mu_k^*\lambda_m\neq1$ under the stated assumptions. The $w_k$ span the layer space, so $\Sigma_L^\dagger u_m=\lambda_m^{-1}H_L^\dagger u_m$ and
$$S=(\Sigma_L^\dagger-\Sigma_L)u_m=i\Gamma_Lu_m,\qquad u_N=iG_{N1}\Gamma_Lu_m .$$

One could now find $\tau$ by applying $U^{-1}$. The orthogonality relation does it without an inverse. From $\Sigma_Ru_n=\lambda_nH_Ru_n$,
$$u_k^\dagger\Gamma_Ru_n=i(\lambda_nu_k^\dagger H_Ru_n-\lambda_k^*u_k^\dagger H_R^\dagger u_n).$$
This is zero by (2) for distinct factors and whenever either mode is evanescent, since then $|\lambda_k^*\lambda_n|<1$. For one propagating mode it is $\gamma_n$. Hence $u_n^\dagger\Gamma_Ru_N=\gamma_n\tau_{nm}$, and
$$t_{nm}=\frac{i\,u_n^\dagger\Gamma_R\,G_{N1}\,\Gamma_L\,u_m}{\sqrt{\gamma_n\gamma_m}}. \tag{4}$$

Reflection follows from $u_1-u_m$ in the same way:
$$r_{km}=\frac{w_k^\dagger\Gamma_L(iG_{11}\Gamma_Lu_m-u_m)}{\sqrt{\gamma_k\gamma_m}},\qquad \gamma_k=w_k^\dagger\Gamma_Lw_k=\frac{2\omega|v_k|}{d}.$$
The current $j$ is the same on both sides. Its cross terms vanish by (2), so $\sum_n|t_{nm}|^2+\sum_k|r_{km}|^2=1$ for each incoming mode.

## What the repair gives

At the worked point the silicon modes have velocities 3.898 and 3.565 km/s, the germanium modes 2.948, 2.455 and 2.395 km/s. The shares are:

- silicon mode 1: 0.094, 0.808 and 0.025, in total 0.927;
- silicon mode 2: 0.034, 0.027 and 0.753, in total 0.815.

The sum is 1.741. Undoing the weights shows where the naive result came from. With equal $d$ and $\omega$, $|\tau_{nm}|^2=|t_{nm}|^2v_m/v_n$, so mode 1 contributes
$$3.898\left(\frac{0.0942}{2.948}+\frac{0.8075}{2.455}+\frac{0.0249}{2.395}\right)=1.447,$$
and mode 2 contributes 1.202. A slower outgoing wave needs a larger amplitude to carry the same current.

The third right-going silicon mode is evanescent, with an amplitude decay length of 1.07 nm. Taking the adjoint of the Bloch equation shows that $1/\lambda^*$ is a factor whenever $\lambda$ is, so a left-going partner decays equally fast into silicon. It belongs to the near field of the interface and is needed in $\Sigma_L$, although it adds no term to the reflected current.

Two tests bypass the Green function. Direct matching of the layer equations, with velocities from finite differences of the bands, reproduced all six complex amplitudes within $10^{-6}$. A wave packet of silicon mode 1, followed in time with 300 layers on each side, had 0.9264 of its kinetic energy in germanium at the end, against a transmitted share of 0.9267 from (4). The packet has a spread of frequencies and one fixed polarisation, so it is only approximately a single mode. An estimate of these two effects lowers the expected share to about 0.9265; the remaining $10^{-4}$ was not traced.

## Why the sum is the Caroli transmission

Each $\Gamma$ can be written with propagating modes alone:
$$\Gamma=\sum_n\frac{\Gamma u_nu_n^\dagger\Gamma}{\gamma_n}. \tag{5}$$
Call the right-hand side $P$. In the right lead, $Pu_n=\Gamma_Ru_n$ for each propagating $u_n$, because $u_k^\dagger\Gamma_Ru_n=\gamma_n\delta_{kn}$. An evanescent $u_e$ has $U^\dagger\Gamma_Ru_e=0$, so $\Gamma_Ru_e=0$ and $Pu_e=0$. Thus $\Gamma_R-P$ vanishes on a complete set.

In the left lead the sum runs over incoming modes, while $\Sigma_L$ was built from outgoing ones. The relation for $\Sigma_L^\dagger u_m$ gives
$$u_m^\dagger\Gamma_Lu_n=i\left(\frac{A}{\lambda_m^*}-\frac{B}{\lambda_n}\right)=i\,\frac{\lambda_nA-\lambda_m^*B}{\lambda_m^*\lambda_n},$$
which is zero for distinct factors and $\gamma_m$ for $m=n$. The evanescent left-going modes are annihilated by $\Gamma_L$, as on the right. A periodic band crosses a given frequency upwards as often as downwards, so there are as many incoming as outgoing propagating modes. The incoming modes and the evanescent left-going ones therefore have the right total number. They are independent, since $\Gamma_L$ is positive on the first group and zero on the second. So (5) holds here too.

Insert (4) and use (5) first for the sum over $m$, then for the sum over $n$:
$$\sum_{nm}|t_{nm}|^2=\sum_n\frac{u_n^\dagger\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\Gamma_Ru_n}{\gamma_n}=\mathrm{Tr}\left[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\right]. \tag{6}$$

For a numerical test, the right side was computed with self-energies from repeated layer doubling, which uses no modes. At the worked point both sides print as 1.7413199. At 150 random frequencies and wavevectors, for the sharp interface and one with two layers of averaged mass, the largest difference was $3\times10^{-7}$. Only 21 of these points had propagating modes on both sides; elsewhere both sides of (6) should be zero.

## A second failure: modes with equal Bloch factors

At normal incidence the two transverse modes share a factor, and (2) no longer makes them orthogonal. An eigensolver may return any two independent combinations. Take polarisations $x$ and $(x+y)/\sqrt2$ in both leads and divide each by its own $\sqrt\gamma$. If $\mathcal T_T$ is the transmission of one transverse mode, the four squared amplitudes are $\mathcal T_T$, $\mathcal T_T$, $\mathcal T_T/2$ and $\mathcal T_T/2$. They add to $3\mathcal T_T$ instead of $2\mathcal T_T$.

At 3 THz the raw sum over all three modes is 3.597 and the Caroli value 2.709. The excess gives $\mathcal T_T=0.89$, leaving 0.93 for the longitudinal mode.

The cure is to normalise the propagating set jointly:
$$W_p=U_p(U_p^\dagger\Gamma U_p)^{-1/2},\qquad t=iW_{p,R}^\dagger\Gamma_RG_{N1}\Gamma_LW_{p,L}.$$
Then $W_p^\dagger\Gamma W_p=1$, and (5) becomes $\Gamma=\Gamma W_pW_p^\dagger\Gamma$. With the same skewed vectors the sum returns to 2.709. Individual $|t_{nm}|^2$ within a degenerate group still depend on the chosen basis; their sum does not. Near a band edge $\gamma\to0$, and the normalisation becomes ill-conditioned.

## The long-wave limit

At normal incidence each polarisation is a chain with spring $cK$, where $c=1$ for transverse and $c=2$ for longitudinal motion. For long waves $v=d\sqrt{cK/M}$, and the force amplitude per unit displacement is $cKd\,\omega/v=\omega Z$ with $Z=\sqrt{cKM}$. Continuity of displacement and force gives $1+r=\tau$ and $Z_1(1-r)=Z_2\tau$ for true displacements, hence $\tau=2Z_1/(Z_1+Z_2)$. The power ratio is
$$\frac{Z_2}{Z_1}\tau^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$
The factor $c$ cancels. With $\sqrt{45\cdot56}=50.2$ and $\sqrt{40\cdot145}=76.2$ this is 0.958, which (4) reproduces at 0.05 THz.

## From transmission to boundary resistance

A silicon branch brings in the heat current $\int(d\kappa/2\pi)(\partial\omega/\partial\kappa)\hbar\omega n=\int(d\omega/2\pi)\hbar\omega n$ per surface cell, where $n$ is the Bose occupation. Energy balance for waves from either side makes the full scattering matrix unitary, so the summed transmission $\mathcal T$ is equal in both directions. For a small temperature difference the conductance per area is
$$g=\frac1{A_c}\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\frac{\partial n}{\partial\Theta}\,\langle\mathcal T\rangle_{\mathbf k},\qquad A_c=\frac{a^2}{2},$$
with $\Theta$ the temperature. At 300 K, $g=108$ MW/(m$^2$ K), a coarser grid changes it by 0.8 % and a finer one raises it by about 0.4 %. The resistance is 9.2 to 9.3 m$^2$ K/GW, so a heat flux of 1 mW/µm$^2$ produces a step of a little over 9 K.

Perfect silicon in this model has 732 MW/(m$^2$ K), of which about 434 comes from modes above the germanium cut-off at 5.8 THz. (The numerical output lists 437, because its frequency grid counts the whole interval containing the cut-off.) Elastic transmission from silicon therefore cannot exceed about $732-434=298$ MW/(m$^2$ K), and the interface reaches roughly 36 % of that. The bound is a loose one, since germanium can have fewer modes than silicon at the same frequency and $\mathbf k$. Taking the smaller mode count at each point gives about 191 MW/(m$^2$ K), of which the interface reaches 57 %. Inelastic scattering could let heat from the modes above the cut-off through. The 434 measures the heat these modes bring to the interface, not the possible gain: $108+434=542$ would exceed the roughly 455 MW/(m$^2$ K) of perfect germanium in this model. The transmission of the lower modes could change as well.

The temperatures in $g$ are those of the incoming phonons. Removing half the ballistic resistance of each perfect lead, as a simple estimate of the contact part, takes away 1.8 and leaves 7.5 m$^2$ K/GW. With all else fixed, halving the interface springs gives 96 MW/(m$^2$ K), two layers of averaged mass and springs give 124, and stiffening the germanium springs by 10 %, a change chosen only to show the sensitivity, gives 126 to 127. A finer grid moves these values by up to about 0.5 MW/(m$^2$ K).

Beside real silicon and germanium the shear stiffness is reasonable. The transverse velocity and the density $4M/a^3$ give a shear stiffness $K/a$, or 82 and 73 GPa, against roughly 80 and 67 GPa. The spectra are not: they end at 9.9 and 5.8 THz, while the real ones reach roughly 15 and 9 THz. The optical branches, the internal motion of the two-atom cell, are missing, and the acoustic branches are off at the zone boundary too: at X the transverse modes lie at 7.0 and 4.1 THz against roughly 4.5 and 2.4, the longitudinal ones at 9.9 and 5.8 against roughly 12 and 7. Atomistic calculations give roughly 200 to 300 MW/(m$^2$ K), so the model is low; the missing branches and the misplaced acoustic ones are plausible causes, not tested here. Real interfaces are also intermixed at random, which breaks conservation of $\mathbf k$. The averaged layers show a 15 % rise from grading alone and leave the disorder unsized. Equation (6) still applies to a disordered device if a larger surface cell is used. So does (4) under the assumptions made at the start, but folding can then give several modes the same Bloch factor, and these need the joint normalisation above. The remaining figures are in the numerical output.

## Numbers as computed

```
Cell masses Si-like, Ge-like: 56, 145 u
Springs Si, interface, Ge: 45.0, 42.5, 40.0 N/m
Lattice constant, layer spacing: 0.550, 0.275 nm
Top frequency Si, Ge model: 9.90, 5.80 THz
Random points: 150, open: 21, open with <3 modes on a side: 21
Largest |mode sum - Caroli|, sharp and graded: 3.2e-07
Largest energy-balance error: 6.1e-14
Worked point: f = 3.0 THz, (kx,ky)a/2 = 0.7, 0.3 rad
Si incoming mode 1: phase/layer 0.9267 rad, v = 3.898 km/s
Si incoming mode 2: phase/layer 0.5858 rad, v = 3.565 km/s
Si evanescent mode: amplitude decay length 1.071 nm
Ge outgoing mode 1: phase/layer 0.5906 rad, v = 2.948 km/s
Ge outgoing mode 2: phase/layer 1.7454 rad, v = 2.455 km/s
Ge outgoing mode 3: phase/layer 1.4720 rad, v = 2.395 km/s
|t|^2 from Si mode 1 to Ge modes: 0.09423, 0.80754, 0.02488
  transmitted 0.92665, reflected 0.07335
|t|^2 from Si mode 2 to Ge modes: 0.03423, 0.02745, 0.75299
  transmitted 0.81467, reflected 0.18533
Sum of |t|^2: 1.7413199
Caroli transmission: 1.7413199
Sum without flux weights: 2.64936
Wave packet, Si mode 1: share 0.9264, from |t|^2 0.9267
Normal incidence, 3.0 THz: Caroli 2.70926
  skewed degenerate modes: raw 3.59672, orthogonalised 2.70926
Mean transmission at 0.05 THz: 0.95779, impedance formula 0.95780
Temperature: 300 K
Interface conductance: 107.9 MW/(m^2 K)
Change on coarser grid: 0.78 %
Boundary resistance: 9.272 m^2 K/GW
Temperature step at 1 mW/um^2: 9.27 K
Perfect Si, Ge conductance: 731.9, 455.6 MW/(m^2 K)
Perfect Si from Brillouin-zone sum: 732.4 MW/(m^2 K)
Lead contact part of resistance: 1.780 m^2 K/GW
Resistance with contact part removed: 7.491 m^2 K/GW
Conductance, interface springs halved: 96.2 MW/(m^2 K)
Conductance, two averaged layers: 124.2 MW/(m^2 K)
Conductance, Ge springs +10 %: 126.6 MW/(m^2 K)
Ceiling of Si modes above Ge top: 437.0 MW/(m^2 K)
```
